# The long-range Fröhlich vertex from augmented overlaps at small q: test program

```python
"""Long-range Froehlich vertex with augmented (PAW/ultrasoft) overlaps.

Result under test: g_mn(k,q) = g_F(q) M_mn, with
  M_mn = <ps_m,k+q| e^{iqx} |ps_nk> + sum_ij <ps_m|p_i> Q_ij(q) <p_j|ps_n>,
and M -> identity in the band indices as q -> 0 (phases joined smoothly),
while M_mn/q -> |p_mn|/|E_m-E_n| in modulus for m != n.
Symbols: ps = pseudo state, p_i = projector, Q_ij(q) = Fourier integral of the
difference of all-electron and smooth partial-wave products, p_mn = momentum
matrix element, g_F = macroscopic LO-phonon factor. Atomic units are used.
The model is a chain with two wells per cell, on a periodic Fourier grid.
Vectors on the grid carry sqrt(grid step), so plain dot products are integrals.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# ---------------- electronic model ----------------
a = 6.0                       # cell length, bohr
N = 81                        # grid points per cell (odd)
h = a / N
x = h * np.arange(N)
tau = np.array([1.5, 4.5])    # atomic positions, bohr
depth = np.array([2.0, 1.0])  # well depths, hartree
width = np.array([0.8, 1.0])  # Gaussian widths, bohr
rc = 1.2                      # augmentation radius at atom 1, bohr
k0 = 0.3                      # Bloch vector, 1/bohr
nb = 4                        # number of bands examined

v = np.zeros(N)
for t, d, w in zip(tau, depth, width):
    for cell in (-1, 0, 1):
        v -= d * np.exp(-((x - t - cell * a) / w) ** 2)
Gvec = 2 * np.pi / a * np.arange(-(N // 2), N // 2 + 1)
F = np.exp(1j * np.outer(x, Gvec)) / np.sqrt(N)

# Smooth partial waves: orthonormal polynomials, complete on the region's grid.
inside = np.where(abs(x - tau[0]) < rc)[0]
s = (x[inside] - tau[0]) / rc
ns = len(inside)
poly, _ = np.linalg.qr(np.polynomial.legendre.legvander(s, ns - 1))
poly = poly * np.sign(poly[-1])          # positive at the right edge
smooth = np.zeros((N, ns))
smooth[inside] = poly
# All-electron partial waves: the two lowest gain a peaked part.
peak = np.array([0.5, 0.8])              # amplitudes, bohr^(-1/2)
full = smooth.copy()
full[inside, 0] += np.sqrt(h) * peak[0] * (1 - s**2) ** 2
full[inside, 1] += np.sqrt(h) * peak[1] * s * (1 - s**2) ** 2
T = np.eye(N) + (full - smooth) @ smooth.T


def Q(K, npw=ns):
    """Augmentation integrals for exp(iKx) among the first npw partial waves."""
    e = np.exp(1j * K * x)[:, None]
    f, g = full[:, :npw], smooth[:, :npw]
    return f.T @ (e * f) - g.T @ (e * g)


def h_periodic(k, pot):
    return (F * (0.5 * (k + Gvec) ** 2)) @ F.conj().T + np.diag(pot)


def all_electron(k, pot=v):
    """Energies and Bloch functions from the ordinary eigenproblem."""
    E, u = np.linalg.eigh(h_periodic(k, pot))
    return E, np.exp(1j * k * x)[:, None] * u


def pseudo(k, pot=v, npw=ns):
    """Energies and pseudo Bloch functions from the generalized eigenproblem."""
    ph = np.exp(1j * k * x)
    Tk = ph.conj()[:, None] * T * ph[None, :]
    Pk = ph.conj()[:, None] * smooth[:, :npw]
    S = np.eye(N) + Pk @ Q(0.0, npw) @ Pk.conj().T
    H = Tk.conj().T @ h_periodic(k, pot) @ Tk
    E, u = eigh((H + H.conj().T) / 2, (S + S.conj().T) / 2)
    return E, ph[:, None] * u


def plain(bra, ket, K):
    return bra.conj().T @ (np.exp(1j * K * x)[:, None] * ket)


def augmented(bra, ket, K, npw=ns, charges=None):
    q_mat = Q(K, npw) if charges is None else charges
    proj = smooth[:, :npw].T
    return plain(bra, ket, K) + (proj @ bra).conj().T @ q_mat @ (proj @ ket)


def align(M):
    """Choose phases of the states at k+q so that the diagonal is positive."""
    return np.exp(-1j * np.angle(np.diag(M)))[:, None] * M


# ---------------- macroscopic phonon factor ----------------
hartree_meV = 1e3 * const.physical_constants['Hartree energy in eV'][0]
u_mass = const.atomic_mass / const.m_e
Z, eps, omega_meV = 1.0, 5.0, 30.0
mass_u = np.array([30.0, 60.0])
mass = mass_u * u_mass
omega = omega_meV / hartree_meV
mu = mass.prod() / mass.sum()
volume = a**3
eigvec = np.array([1.0, -1.0]) * np.sqrt(mu / mass)
disp = eigvec / np.sqrt(2 * mass * omega)
dip = np.array([Z, -Z]) * disp


def g_factor(q, G=0.0):
    phase = np.exp(-1j * G * tau)
    return 4j * np.pi / (volume * eps * (q + G)) * np.sum(dip * phase)


def g_F(q):
    return 4 * np.pi * Z / (volume * eps * q * np.sqrt(2 * mu * omega))


# Test: sum the potentials of displaced charged planes in real space.
ncell, per_cell = 12, 240
hs = a / per_cell
xs = (np.arange(ncell * per_cell) + 0.5) * hs
q_s = 2 * np.pi / (ncell * a)
energy = np.zeros(len(xs), complex)
for c in range(ncell):
    for t, p in zip(tau, dip):
        X = c * a + t
        step = 0.5 * np.sign(xs - X)
        energy -= 4 * np.pi / (eps * a**2) * p * np.exp(1j * q_s * X) * step
for G in (0.0, 2 * np.pi / a):
    direct = np.mean(energy * np.exp(-1j * (q_s + G) * xs))
    assert abs(direct - g_factor(q_s, G)) < 1e-4 * abs(g_factor(q_s, G))
    if G == 0.0:
        planes_meV = abs(direct) * hartree_meV
assert abs(abs(g_factor(q_s)) - g_F(q_s)) < 1e-10 * g_F(q_s)

# ---------------- augmented overlaps against all-electron ones ----------------
E_ae, ae0 = all_electron(k0)
E_ps, ps0 = pseudo(k0)
assert np.allclose(E_ae[:nb], E_ps[:nb], atol=1e-8)

G1 = 2 * np.pi / a
rows = []
for q in (0.1, 0.03, 0.01, 0.001):
    ae1, ps1 = all_electron(k0 + q)[1], pseudo(k0 + q)[1]
    for K in (q, q + G1):
        A = plain(ae1[:, :nb], ae0[:, :nb], K)
        B = augmented(ps1[:, :nb], ps0[:, :nb], K)
        assert np.allclose(abs(A), abs(B), atol=1e-7)
        if K == q:
            M = align(B)
        else:
            umklapp = abs(B[0, 0])
    rows.append((q, 1 - M[0, 0].real, abs(M[0, 1]),
                 np.max(abs(M - np.eye(nb))),
                 g_F(q) * abs(M[0, 0]) * hartree_meV,
                 g_F(q) * abs(M[0, 1]) * hartree_meV))

# ---------------- limit and rate ----------------
u0 = np.exp(-1j * k0 * x)[:, None] * ae0
mom = u0.conj().T @ ((F * (k0 + Gvec)) @ (F.conj().T @ u0))
gap = E_ae[:, None] - E_ae[None, :]
np.fill_diagonal(gap, np.inf)
rate = abs(mom / gap)                       # bohr

q = 1e-4
ps1 = pseudo(k0 + q)[1]
M = align(augmented(ps1[:, :nb], ps0[:, :nb], q))
dev_full = np.max(abs(M - np.eye(nb)))
assert dev_full < 1e-2
off = ~np.eye(nb, dtype=bool)
assert np.allclose(abs(M)[off] / q, rate[:nb, :nb][off], rtol=5e-3, atol=2e-3)

q2 = 1e-3
M2 = augmented(pseudo(k0 + q2)[1][:, :nb], ps0[:, :nb], q2)
loss = (1 - abs(np.diag(M2)) ** 2) / q2**2
loss_formula = np.sum(rate**2, axis=0)[:nb]
assert np.allclose(loss, loss_formula, rtol=3e-2)

# ---------------- two wrong treatments ----------------
M_plain = plain(ps1[:, :nb], ps0[:, :nb], q)
assert np.max(abs(M_plain)[off]) > 0.01
assert abs(abs(M_plain[0, 0]) - 1) > 0.01
frozen = np.exp(1j * q * tau[0]) * Q(0.0)
M_raw = augmented(ps1[:, :nb], ps0[:, :nb], q)
M_frozen = augmented(ps1[:, :nb], ps0[:, :nb], q, charges=frozen)
assert np.max(abs(align(M_frozen) - np.eye(nb))) < 1e-2
assert np.max(abs(M_frozen - M_raw)[off]) / q > 1e-2

# ---------------- truncated partial-wave set ----------------
few = 4
E_few, t0 = pseudo(k0, npw=few)
t1 = pseudo(k0 + q, npw=few)[1]
M_few = align(augmented(t1[:, :nb], t0[:, :nb], q, npw=few))
dev_few = np.max(abs(M_few - np.eye(nb)))
assert dev_few < 1e-2

# ---------------- degenerate pair: free electrons at k = 0 ----------------
flat = np.zeros(N)
E_deg, d0 = pseudo(0.0, flat)
assert abs(E_deg[1] - E_deg[2]) < 1e-8
d1 = pseudo(1e-3, flat)[1]
block = augmented(d1[:, 1:3], d0[:, 1:3], 1e-3)
dev_unitary = np.max(abs(block.conj().T @ block - np.eye(2)))
assert dev_unitary < 1e-6

# ---------------- output ----------------
print(f"cell length {a:.1f} bohr, grid points {N}, k = {k0:.2f} 1/bohr")
print("atom positions (bohr):", tau, " well depths (hartree):", depth)
print("well widths (bohr):", width, f" augmentation radius {rc:.1f} bohr")
print(f"partial waves in complete set: {ns}")
print("peak amplitudes (bohr^-1/2):", peak)
Q0 = Q(0.0).real
print(f"Q_00(0) = {Q0[0,0]:.4f}, Q_11(0) = {Q0[1,1]:.4f} (dimensionless)")
print("band energies 0..3 (hartree):", np.round(E_ps[:nb], 5))
print(f"Z = {Z:.1f}, eps = {eps:.1f}, phonon energy {omega_meV:.1f} meV")
print(f"masses (u): {mass_u}, reduced mass {mu/u_mass:.2f} u")
print(f"q*g_F = {g_F(1.0)*hartree_meV:.4f} meV/bohr")
print(f"plane sum at q = {q_s:.5f} 1/bohr: {planes_meV:.3f} meV,"
      f" formula {g_F(q_s)*hartree_meV:.3f} meV")
print("q(1/bohr) 1-M_00    |M_01|    max|M-1|  |g_00|(meV) |g_01|(meV)")
for r in rows:
    print(f"{r[0]:8.3f} {r[1]:9.2e} {r[2]:9.2e} {r[3]:9.2e}"
          f" {r[4]:11.3f} {r[5]:10.4f}")
print(f"|matrix element| at K=q+2pi/a, band 0, q=0.001: {umklapp:.4f}")
print(f"|p_01| = {abs(mom[0,1]):.5f} 1/bohr,"
      f" E_1-E_0 = {E_ae[1]-E_ae[0]:.5f} hartree")
print(f"|M_01|/q at q=1e-4: {abs(M[0,1])/q:.5f} bohr,"
      f" momentum formula {rate[0,1]:.5f} bohr")
g01_lim = g_F(1.0) * rate[0, 1]
print(f"limit of |g_01|: {g01_lim*hartree_meV:.4f} meV = {g01_lim:.4e} hartree")
print(f"(1-|M_00|^2)/q^2 at q=1e-3: {loss[0]:.5f} bohr^2,"
      f" formula {loss_formula[0]:.5f} bohr^2")
print("at q = 1e-4 1/bohr:")
print(f" no augmentation: |M_00| = {abs(M_plain[0,0]):.4f},"
      f" |M_11| = {abs(M_plain[1,1]):.4f}, |M_01| = {abs(M_plain[0,1]):.4f}")
print(f" no augmentation: |g_01| ="
      f" {g_F(q)*abs(M_plain[0,1])*hartree_meV:.1f} meV")
print(f" frozen charges: |M_01|/q = {abs(M_frozen[0,1])/q:.5f} bohr,"
      f" max|M-1| = {np.max(abs(align(M_frozen)-np.eye(nb))):.2e}")
print(f" complete set: max|M-1| = {dev_full:.2e}")
print(f" {few} partial waves: max|M-1| = {dev_few:.2e},"
      f" |M_01|/q = {abs(M_few[0,1])/q:.5f} bohr")
print(f"energies with {few} partial waves (hartree):", np.round(E_few[:nb], 5))
print(f"degenerate pair: unitarity error below 1e-6: {dev_unitary < 1e-6}")
print("tests ok")
```

Printed output:

```
cell length 6.0 bohr, grid points 81, k = 0.30 1/bohr
atom positions (bohr): [1.5 4.5]  well depths (hartree): [2. 1.]
well widths (bohr): [0.8 1. ]  augmentation radius 1.2 bohr
partial waves in complete set: 32
peak amplitudes (bohr^-1/2): [0.5 0.8]
Q_00(0) = 1.0752, Q_11(0) = 0.3902 (dimensionless)
band energies 0..3 (hartree): [-1.05635 -0.47099  0.26096  0.89693]
Z = 1.0, eps = 5.0, phonon energy 30.0 meV
masses (u): [30. 60.], reduced mass 20.00 u
q*g_F = 35.3136 meV/bohr
plane sum at q = 0.08727 1/bohr: 404.664 meV, formula 404.664 meV
q(1/bohr) 1-M_00    |M_01|    max|M-1|  |g_00|(meV) |g_01|(meV)
   0.100  3.15e-03  6.50e-02  6.68e-02     352.022    22.9407
   0.030  2.63e-04  1.84e-02  1.98e-02    1176.809    21.6592
   0.010  2.85e-05  6.02e-03  6.90e-03    3531.255    21.2518
   0.001  2.82e-07  5.96e-04  7.03e-04   35313.545    21.0635
|matrix element| at K=q+2pi/a, band 0, q=0.001: 0.7802
|p_01| = 0.34880 1/bohr, E_1-E_0 = 0.58536 hartree
|M_01|/q at q=1e-4: 0.59593 bohr, momentum formula 0.59587 bohr
limit of |g_01|: 21.0425 meV = 7.7330e-04 hartree
(1-|M_00|^2)/q^2 at q=1e-3: 0.56464 bohr^2, formula 0.56394 bohr^2
at q = 1e-4 1/bohr:
 no augmentation: |M_00| = 0.5149, |M_11| = 0.9762, |M_01| = 0.0756
 no augmentation: |g_01| = 26683.7 meV
 frozen charges: |M_01|/q = 0.56377 bohr, max|M-1| = 6.89e-05
 complete set: max|M-1| = 7.04e-05
 4 partial waves: max|M-1| = 7.05e-05, |M_01|/q = 0.59472 bohr
energies with 4 partial waves (hartree): [-1.05751 -0.471    0.26098  0.89738]
degenerate pair: unitarity error below 1e-6: True
tests ok
```
